# Convergence of the quasi-Newton iteration for the CCSD amplitude equations, part 1

(Sections cited here and not found follow in the second part.)

Cluster amplitudes are pure numbers, and the residuals of the coupled-cluster equations are energies. A step $\delta t=-A\,R$ that corrects amplitudes $t$ by means of residuals $R$ therefore needs a matrix $A$ with the dimension of an inverse energy. Suppose $A$ is built from the orbital energies alone. The sign of each orbital is arbitrary, and reversing it reverses $t_\mu$ and $R_\mu$ for every excitation $\mu$ that involves that orbital, while the orbital energies, and so $A$, do not change. Two different excitations always differ in at least one spin orbital, so reversing that orbital demands $A_{\mu\nu}=-A_{\mu\nu}$, and $A$ is diagonal. The zero of energy is arbitrary too, so $A_{\mu\mu}$ depends only on differences of orbital energies. The simplest candidate is $A_{\mu\mu}=1/\Delta_\mu$, with $\Delta_\mu$ the orbital-energy cost of the excitation, and section 2 shows that this is the inverse Jacobian of the mean-field part of the problem.

## 1. Conventions and equations

Hartree atomic units and real orbitals are used. The reference $|0\rangle$ is a converged closed-shell Hartree-Fock determinant. Indices $i,j,k$ label occupied spin orbitals, $a,b,c,d$ virtual ones and $p,q,r,s$ either. The Hamiltonian is

$$H=\sum_{pq}h_{pq}\,a_p^\dagger a_q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,a_p^\dagger a_q^\dagger a_s a_r ,$$

where $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ changes sign when $p,q$ or $r,s$ are exchanged. The orbitals are canonical: the Fock matrix $f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle$ equals $\varepsilon_p\delta_{pq}$.

In CCSD the excitation operators $\tau_\mu$ are $a_a^\dagger a_i$ and $a_a^\dagger a_b^\dagger a_j a_i$ with $i<j$, $a<b$. The states $|\mu\rangle=\tau_\mu|0\rangle$ are distinct determinants, hence orthonormal and orthogonal to $|0\rangle$, and $T=\sum_\mu t_\mu\tau_\mu=T_1+T_2$. The denominators are $\Delta_i^a=\varepsilon_a-\varepsilon_i$ and $\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, all positive when there is a gap, and $D=\mathrm{diag}(\Delta_\mu)$. Norms are Euclidean over these unique amplitudes.

Multiplying $He^T|0\rangle=Ee^T|0\rangle$ from the left by $e^{-T}$ and projecting on $\langle\mu|$ and $\langle0|$ gives, with $\bar H=e^{-T}He^{T}$,

$$R_\mu(t)=\langle\mu|\bar H|0\rangle=0,\qquad E_{\rm corr}(t)=\langle0|\bar H|0\rangle-E_{\rm HF}.$$

Two matrix elements are needed. The double $|{}_{ij}^{ab}\rangle$ is reached from $|0\rangle$ only by two-body terms with $\{p,q\}=\{a,b\}$ and $\{r,s\}=\{i,j\}$. There are four, and each exchange changes the sign of both the integral and the operator string, so they are equal and

$$\langle{}_{ij}^{ab}|H|0\rangle=4\cdot\tfrac14\langle ab\|ij\rangle=\langle ab\|ij\rangle .$$

The single $|{}_i^a\rangle$ is reached by $h_{ai}a_a^\dagger a_i$ and by two-body terms that remove $i$ and $k$ and create $a$ and $k$. Since $a_a^\dagger a_k^\dagger a_k a_i|0\rangle=a_a^\dagger a_i|0\rangle$ for occupied $k\neq i$, there are again four equal orderings, and the term $k=i$ may be added because $\langle ai\|ii\rangle=0$:

$$\langle{}_i^a|H|0\rangle=h_{ai}+\sum_k\langle ak\|ik\rangle=f_{ai}=0 .$$

This is Brillouin's theorem.

For the energy, $\langle0|\tau_\mu=0$ because $a_a|0\rangle=0$, so $\langle0|e^{-T}=\langle0|$. A two-body operator cannot connect $\langle0|$ to triple or higher excitations, and singles drop out by Brillouin's theorem, which leaves $E_{\rm corr}=\langle0|H(T_2+\tfrac12T_1^2)|0\rangle$. In $T_1^2$ each product is $a_a^\dagger a_ia_b^\dagger a_j=a_a^\dagger a_b^\dagger a_ja_i$ (two anticommutations). A given double with $i<j$, $a<b$ arises twice with coefficient $+t_i^at_j^b$ and twice with $-t_i^bt_j^a$. With $\langle0|H|{}_{ij}^{ab}\rangle=\langle ij\|ab\rangle=\langle ab\|ij\rangle$ for real orbitals,

$$E_{\rm corr}=\sum_{i<j,\,a<b}\langle ij\|ab\rangle\,\bigl(t_{ij}^{ab}+t_i^at_j^b-t_i^bt_j^a\bigr).$$

## 2. Jacobian, Newton step and the Fock approximation

Every $\tau_\mu$ is a product of an even number of the operators $a_a^\dagger$ and $a_i$, which all anticommute with one another, so the $\tau_\mu$ commute. Then $\partial e^{\pm T}/\partial t_\nu=\pm\tau_\nu e^{\pm T}=\pm e^{\pm T}\tau_\nu$, and the product rule gives

$$J_{\mu\nu}(t)=\frac{\partial R_\mu}{\partial t_\nu}=\langle\mu|\,\bar H\tau_\nu-\tau_\nu\bar H\,|0\rangle=\langle\mu|[\bar H,\tau_\nu]|0\rangle .$$

$\bar H$ is not Hermitian, and $J$ is in general not symmetric. Newton's method sets the linearized residual $R(t^{(k)})+J(t^{(k)})\,\delta$ to zero, so $t^{(k+1)}=t^{(k)}-J^{-1}R$. Let $t^*$ be a root and $e_k=t^{(k)}-t^*$. Expanding about $t^{(k)}$ gives $0=R(t^*)=R(t^{(k)})-J(t^{(k)})e_k+O(\|e_k\|^2)$, so $e_{k+1}=e_k-J^{-1}R=O(\|e_k\|^2)$ as long as $J(t^*)$ is invertible.

Split $H=F+V$ with $F=\sum_p\varepsilon_pa_p^\dagger a_p$. The anticommutation rules give $[a_p^\dagger a_p,a_q^\dagger]=\delta_{pq}a_q^\dagger$ and $[a_p^\dagger a_p,a_q]=-\delta_{pq}a_q$, so $[F,a_a^\dagger]=\varepsilon_aa_a^\dagger$ and $[F,a_i]=-\varepsilon_ia_i$. The rule $[F,XY]=[F,X]Y+X[F,Y]$ adds these contributions:

$$[F,\tau_\mu]=\Delta_\mu\tau_\mu,\qquad [F,T]=\sum_\nu\Delta_\nu t_\nu\tau_\nu .$$

The commutator $[F,T]$ is a sum of excitation operators and commutes with $T$. For $g(s)=e^{-sT}Fe^{sT}$ the derivative is then $g'(s)=e^{-sT}[F,T]e^{sT}=[F,T]$, a constant, and $g(1)=F+[F,T]$. Because $|0\rangle$ is an eigenstate of $F$, $\langle\mu|F|0\rangle=0$, and orthonormality picks one term from the sum. The residual and Jacobian are exactly

$$R_\mu=\Delta_\mu t_\mu+G_\mu(t),\qquad G_\mu=\langle\mu|e^{-T}Ve^{T}|0\rangle,\qquad J=D+\frac{\partial G}{\partial t}.$$

Replacing $J$ by $D$ in the Newton step gives the standard update,

$$t_\mu^{(k+1)}=t_\mu^{(k)}-\frac{R_\mu(t^{(k)})}{\Delta_\mu}=-\frac{G_\mu(t^{(k)})}{\Delta_\mu}.$$

It is quasi-Newton in the sense of an approximate Jacobian, which is held fixed and never updated. The second form consists of all terms except the diagonal Fock term, divided by $\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b=-\Delta$. A fixed point has $D^{-1}R=0$ and so $R=0$: the approximation leaves the set of solutions unchanged. It affects the path and, when the equations have several roots, possibly which root is reached.

The neglected part is first order in $V$ but not small. At $t=0$, $\tau_\mu^\dagger|\mu\rangle=|0\rangle$ gives $J_{\mu\mu}(0)=\langle\mu|H|\mu\rangle-E_{\rm HF}$. A determinant has energy $\sum_ph_{pp}+\tfrac12\sum_{pq}\langle pq\|pq\rangle$ over its occupied orbitals (the terms of $H$ that remove and restore the same orbitals), so for a single

$$J_{\mu\mu}(0)=h_{aa}-h_{ii}+\sum_{k\ne i}\bigl(\langle ak\|ak\rangle-\langle ik\|ik\rangle\bigr)=\varepsilon_a-\varepsilon_i-\langle ai\|ai\rangle .$$

The last term appears because $\varepsilon_a$ includes the repulsion by electron $i$, which has been removed. It is the mean of $1/r_{12}$ in the two-electron determinant made of $a$ and $i$, and is positive. On the diagonal of the singles block at $t=0$, $D$ therefore overestimates $J$. This fixes only those diagonal elements: off-diagonal elements, such as the coupling between the $\alpha$ and $\beta$ copies of the same single, also decide whether a step falls short or overshoots, and the argument does not fix the sign for doubles.

## 3. Pseudocode

```
input: canonical HF energies eps, integrals, tol_R, tol_E, k_max
Delta[mu] = sum of eps over particles - sum of eps over holes
t = 0;  E_old = 0;  s_old = undefined
for k = 0 .. k_max:
    R = residual(t)            # every component from the same t
    E = energy(t)
    if norm(R) < tol_R and abs(E - E_old) < tol_E: return t, E
    s = -R / Delta             # elementwise
    if k > 0:
        rate = norm(s) / norm(s_old)
        if rate < 1: report error estimate norm(s) / (1 - rate)
        else: warn
    t = t + s;  E_old = E;  s_old = s
report failure
```

At $k=0$ the energy test passes trivially, and only the residual test prevents a false exit. Overwriting singles before the doubles residual is formed defines a different iteration with the same fixed points and a different rate.

## 4. One step from zero is MP2

At $t=0$, $\bar H=H$ and the energy is $E_{\rm HF}$: zero amplitudes themselves give no correlation. The residuals are the matrix elements of section 1, so the first step gives

$$t_i^{a\,(1)}=0,\qquad t_{ij}^{ab\,(1)}=-\frac{\langle ab\|ij\rangle}{\Delta_{ij}^{ab}},\qquad E^{(1)}=-\sum_{i<j,\,a<b}\frac{\langle ij\|ab\rangle^2}{\Delta_{ij}^{ab}}=\frac14\sum_{ijab}\frac{\langle ij\|ab\rangle^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},$$

where the factor $\tfrac14$ removes the four orderings of each unique term.

Møller-Plesset theory takes $F$ as the unperturbed operator, with $F|0\rangle=E_0|0\rangle$. Inserting $\psi=|0\rangle+\lambda\psi_1+\dots$, with corrections orthogonal to $|0\rangle$, in $(F+\lambda V)\psi=E\psi$ gives at first order $(F-E_0)\psi_1=-(V-E_1)|0\rangle$. From $[F,\tau_\mu]=\Delta_\mu\tau_\mu$ follows $F|\mu\rangle=(E_0+\Delta_\mu)|\mu\rangle$, and projection on $\langle\mu|$ gives coefficients $c_\mu=-\langle\mu|V|0\rangle/\Delta_\mu=-\langle\mu|H|0\rangle/\Delta_\mu=t^{(1)}_\mu$. Higher excitations have no matrix element with $|0\rangle$. The second-order equation $(F-E_0)\psi_2=-(V-E_1)\psi_1+E_2|0\rangle$, projected on $\langle0|$, gives $E_2=\langle0|V|\psi_1\rangle=\sum_\mu\langle0|H|\mu\rangle c_\mu=E^{(1)}$. The amplitudes of the first iterate are the coefficients of the first-order wave function, $T^{(1)}|0\rangle=\psi_1$, and its energy is the MP2 correlation energy. The state $e^{T^{(1)}}|0\rangle$ contains in addition products of doubles, which do not enter this energy.

The correspondence stops there. $G(t^{(1)})$ contains terms quadratic in $t^{(1)}$, of order $V^3$, which put fourth-order pieces into $E^{(2)}$, so the second iterate is not MP3. The result also needs canonical Hartree-Fock orbitals. If $f_{ai}\ne0$, the first step has singles $-f_{ai}/\Delta_i^a$ and the energy gains the term $\sum f_{ia}t_i^a$. If the occupied orbitals are localized, the off-diagonal $f_{ij}$ belong to the Møller-Plesset unperturbed operator but are absent from $D$, and one step does not solve the first-order equation.

## 5. Linear convergence

Write the update as $\Phi(t)=t-D^{-1}R(t)$. It is a polynomial in $t$, because powers of $T$ vanish once they exceed the available excitations. Subtracting $t^*=\Phi(t^*)$ and expanding about $t^*$ gives

$$e_{k+1}=Me_k+r_k,\qquad M=1-D^{-1}J(t^*)=-D^{-1}\frac{\partial G}{\partial t}\Big|_{t^*},\qquad\|r_k\|\le c\,\|e_k\|^2$$

near $t^*$. Assume $M=S\Lambda S^{-1}$ is diagonalizable, with eigenvalues $\lambda_j$, eigenvectors $v_j$ and spectral radius $\rho=\max_j|\lambda_j|$. In the norm $\|x\|_S=\|S^{-1}x\|$ one has $\|Mx\|_S=\|\Lambda S^{-1}x\|\le\rho\|x\|_S$, so $\|e_{k+1}\|_S\le(\rho+c'\|e_k\|_S)\|e_k\|_S$ for some constant $c'$. This bound holds in some ball $\|e_k\|_S<r$, and $r$ can be chosen no larger than $(1-\rho)/c'$ when $\rho<1$. If $e_0$ lies in that ball, the bracket is below one and shrinks towards $\rho$ at every step. The statement is local and does not guarantee that $t=0$ lies in that region.

Once $r_k$ is negligible, an error $\sum_jc_jv_j$ evolves as

$$e_k=\sum_jc_j\lambda_j^kv_j=\lambda_1^k\Bigl[c_1v_1+\sum_{j>1}c_j(\lambda_j/\lambda_1)^kv_j\Bigr].$$

If $|\lambda_1|>|\lambda_2|$ and $c_1\neq0$, then $\|e_{k+1}\|/\|e_k\|\to\rho$, and one digit costs $-1/\log_{10}\rho$ steps. In this linear model the correction to the ratio is of order $|\lambda_2/\lambda_1|^k$ at most; in a single step the remainder $r_k$ changes the ratio by at most $c\|e_k\|$, but the remainders of earlier steps also feed the other modes, so the total nonlinear correction can exceed this bound. With a dominant complex pair the ratio in general oscillates instead of converging; it stays constant if $M$ acts on the plane of that pair as a scaled rotation. When $V\to0$, $M\to0$ and the iteration ends in one step.

The condition $c_1\ne0$ is restricted by symmetry. Let $U$ be a spin rotation or a point-group operation. It leaves $H$, $F$ and the closed-shell $|0\rangle$ unchanged and maps occupied orbitals to occupied and virtual to virtual, so $U\tau_\nu U^\dagger=\sum_\mu\tau_\mu Q_{\mu\nu}$ with $Q_{\mu\nu}=\langle\mu|U|\nu\rangle$ unitary, and $UT(t)U^\dagger=T(Qt)$. Then

$$R_\mu(Qt)=\langle\mu|U\bar H(t)U^\dagger|0\rangle=\sum_\nu Q_{\mu\nu}\langle\nu|\bar H(t)|0\rangle=(QR(t))_\mu .$$

The same argument with $F$ in place of $H$, whose residual is $Dt$, gives $DQ=QD$. Hence $\Phi(Qt)=Q\Phi(t)$, and $t=Qt$ implies $\Phi(t)=Q\Phi(t)$. The start $t=0$ is invariant under every $Q$, so all iterates lie in the totally symmetric singlet subspace, and the observed $\rho$ is the spectral radius of $M$ within it.

Monitoring does not need $t^*$. The step is $s_k=e_{k+1}-e_k\approx(M-1)e_k$ and the residual is $R_k\approx Je_k$, so both fall at the rate $\rho$, which $\|s_k\|/\|s_{k-1}\|$ estimates. When one mode with $\lambda_1=\rho>0$ dominates, $s_k\approx-(1-\rho)e_k$ and

$$\|e_k\|\approx\frac{\|s_k\|}{1-\rho}.$$

For a negative $\lambda_1$ the denominator is $1+\rho$ and the pseudocode overestimates the error. For a positive $\lambda_1$, taking the step itself as the error underestimates it by the factor $1-\rho$, which is serious when $\rho$ is near one. The energy is not stationary in the amplitudes, since $\partial E_{\rm corr}/\partial t_{ij}^{ab}=\langle ij\|ab\rangle\neq0$, so its error is linear in $e_k$ and falls as $\rho^k$, not as $\rho^{2k}$.

The standard update is now identified as a Newton step with the Jacobian replaced by its Fock part: its first step from zero gives MP2, and near a root it converges linearly at the rate $\rho$ when $\rho<1$. What remains is its cost, the ways it can fail and their remedies, and a numerical test on water.
